# The outermost lobe of hydrogen ns states from the Airy function: a program that tests the result

```python
"""Outermost lobe of the hydrogen ns radial distribution u(r)^2, u = r R.

Result under test (Hartree atomic units, Z = 1, fixed nucleus):
  r_max ~ 2 n^2 + ap1 * a,      a = (2 n^4)^(1/3), ap1 = first zero of Ai'
  P_lobe ~ 2^(5/3) Ai'(a1)^2 n^(-1/3),             a1 = first zero of Ai
P_lobe is the probability from the outermost node to infinity.
eps = a / (2 n^2) = (2 n)^(-2/3) controls the first corrections.
Exact values come from Laguerre functions, root finding and quadrature.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import ai_zeros, airy, eval_genlaguerre

bohr_nm = physical_constants["Bohr radius"][0] * 1e9
zeros = ai_zeros(1)
a1, ap1 = float(zeros[0][0]), float(zeros[1][0])
slope_node = float(airy(a1)[1])
ai0, aip0 = float(airy(0.0)[0]), float(airy(0.0)[1])
gauss_x, gauss_w = np.polynomial.legendre.leggauss(600)


def u_exact(n, r):
    """Normalised radial function u = r R of the ns state."""
    return (2 * n**-2.5 * r * np.exp(-r / n)
            * eval_genlaguerre(n - 1, 1, 2 * r / n))


def du_exact(n, r):
    """Derivative of u_exact with respect to r, for n >= 2."""
    rho = 2 * r / n
    lag = eval_genlaguerre(n - 1, 1, rho)
    dlag = -eval_genlaguerre(n - 2, 2, rho)
    return (2 * n**-2.5 * np.exp(-r / n)
            * ((1 - r / n) * lag + rho * dlag))


def integrate(f, low, high):
    half = 0.5 * (high - low)
    return half * np.sum(gauss_w * f(low + half * (gauss_x + 1)))


def last_root(f, low, high):
    grid = np.linspace(low, high, 3000)
    signs = np.sign(f(grid))
    k = np.nonzero(signs[:-1] * signs[1:] < 0)[0][-1]
    return brentq(f, grid[k], grid[k + 1], xtol=1e-11, rtol=1e-13)


def exact_lobe(n):
    rt, a = 2.0 * n**2, (2.0 * n**4)**(1 / 3)
    far = rt + 25 * a
    node = last_root(lambda r: u_exact(n, r), max(1e-3, rt - 4 * a), far)
    top = last_root(lambda r: du_exact(n, r), node + 1e-6 * a, far)
    lobe = integrate(lambda r: u_exact(n, r)**2, node, far)
    tail = integrate(lambda r: u_exact(n, r)**2, rt, far)
    return node, top, lobe, tail


def estimates(n):
    """Pairs (bare Airy, with first correction) for the four quantities."""
    rt, a = 2.0 * n**2, (2.0 * n**4)**(1 / 3)
    eps = a / rt
    node = rt + a * a1
    top = rt + a * ap1
    lobe = 2**(5 / 3) * slope_node**2 * n**(-1 / 3)
    tail = 2**(5 / 3) * aip0**2 * n**(-1 / 3)
    return ((node, node + a * eps * a1**2 / 5),
            (top, top + a * eps * (ap1**2 / 5 - 1 / (5 * ap1))),
            (lobe, lobe * (1 + 4 * eps * a1 / 15)),
            (tail, tail * (1 - 4 * eps * ai0 / (15 * aip0))))


# Airy integrals against direct quadrature
for start, zeroth, first in (
        (a1, slope_node**2, a1 * slope_node**2 / 3),
        (0.0, aip0**2, -ai0 * aip0 / 3)):
    num0 = quad(lambda x: airy(x)[0]**2, start, 15)[0]
    num1 = quad(lambda x: x * airy(x)[0]**2, start, 15)[0]
    assert abs(num0 - zeroth) < 1e-8
    assert abs(num1 - first) < 1e-8

# Half the classical period: integral of dr/p between the turning points
n_test = 10
half_period = quad(lambda r: 1 / np.sqrt(2 / r - 1 / n_test**2),
                   0, 2 * n_test**2, limit=200)[0]
assert abs(half_period / (np.pi * n_test**3) - 1) < 1e-6

# The Laguerre function solves the radial equation (finite differences)
r0, h = 150.0, 0.05
second = (u_exact(10, r0 + h) - 2 * u_exact(10, r0)
          + u_exact(10, r0 - h)) / h**2
assert abs(second / ((1 / 100 - 2 / r0) * u_exact(10, r0)) - 1) < 1e-5

# Exact lobes against the estimates; remainders must be of order eps^2
results = {}
for n in (2, 5, 10, 20, 40, 80, 160):
    rt, a = 2.0 * n**2, (2.0 * n**4)**(1 / 3)
    eps = a / rt
    if n <= 40:
        norm = integrate(lambda s: 2 * s * u_exact(n, s * s)**2,
                         0, np.sqrt(rt + 25 * a))
        assert abs(norm - 1) < 1e-8
    exact, approx = exact_lobe(n), estimates(n)
    results[n] = (eps, exact, approx)
    assert abs(exact[0] - approx[0][1]) / a < 0.15 * eps**2
    assert abs(exact[1] - approx[1][1]) / a < 0.15 * eps**2
    assert abs(exact[2] - approx[2][1]) / approx[2][0] < 0.3 * eps**2
    assert abs(exact[3] - approx[3][1]) / approx[3][0] < 0.5 * eps**2
    amplitude = 2 * a / n**3 * ai0**2
    assert abs(u_exact(n, rt)**2 / amplitude - 1) < 0.3 * eps**2

print("Airy constants (dimensionless)")
print(f"first zero of Ai, a1 = {a1:.5f}")
print(f"first zero of Ai', ap1 = {ap1:.5f}")
print(f"Ai'(a1) = {slope_node:.5f}, squared = {slope_node**2:.5f}")
print(f"Ai(0) = {ai0:.5f}, Ai'(0) = {aip0:.5f}")
print("Coefficients of the laws")
shift = ap1**2 / 5 - 1 / (5 * ap1)
print(f"r_max: n^(4/3) coefficient = {ap1 * 2**(1/3):.4f} bohr")
print(f"r_max: correction in x per eps = {shift:.4f}")
print(f"r_max: n^(2/3) coefficient = {shift * 2**(-1/3):.4f} bohr")
lobe_coef = 2**(5 / 3) * slope_node**2
print(f"lobe: n^(-1/3) coefficient = {lobe_coef:.4f}")
print(f"lobe: relative correction per eps = {4 * a1 / 15:.4f}")
print(f"lobe: n^(-1) coefficient = "
      f"{lobe_coef * 4 * a1 / 15 * 2**(-2/3):.4f}")
print(f"bare lobe formula equals one at n = {lobe_coef**3:.3f}")
print(f"tail: n^(-1/3) coefficient = {2**(5/3) * aip0**2:.4f}")
print(f"tail: relative correction per eps = "
      f"{-4 * ai0 / (15 * aip0):.4f}")

n = 10
eps, exact, approx = results[n]
a = (2.0 * n**4)**(1 / 3)
print("Worked example: hydrogen 10s")
print(f"turning point = {2 * n**2:.1f} bohr")
print(f"Airy length a = {a:.3f} bohr")
print(f"eps = {eps:.4f}")
print(f"C^2 = 2a/n^3 = {2 * a / n**3:.5f} per bohr")
labels = ("outermost node (bohr)", "outermost maximum (bohr)",
          "lobe probability", "probability beyond turning point")
for i, label in enumerate(labels):
    d = 2 if i < 2 else 4
    print(f"{label}: Airy {approx[i][0]:.{d}f}, "
          f"corrected {approx[i][1]:.{d}f}, exact {exact[i]:.{d}f}")
print(f"maximum: Airy {approx[1][0] * bohr_nm:.3f} nm, "
      f"exact {exact[1] * bohr_nm:.3f} nm")
print(f"Airy error of maximum = "
      f"{100 * (approx[1][0] / exact[1] - 1):.2f} percent")
print(f"Airy error of lobe probability = "
      f"{100 * (approx[2][0] / exact[2] - 1):.2f} percent")

print("Maximum in bohr: n, eps, Airy, corrected, exact")
for n, (eps, exact, approx) in results.items():
    print(f"{n:4d} {eps:.4f} {approx[1][0]:.3f} "
          f"{approx[1][1]:.3f} {exact[1]:.3f}")
print("Lobe probability: n, Airy, corrected, exact")
for n, (eps, exact, approx) in results.items():
    print(f"{n:4d} {approx[2][0]:.4f} {approx[2][1]:.4f} {exact[2]:.4f}")
print("checks complete")
```

It prints:

```
Airy constants (dimensionless)
first zero of Ai, a1 = -2.33811
first zero of Ai', ap1 = -1.01879
Ai'(a1) = 0.70121, squared = 0.49170
Ai(0) = 0.35503, Ai'(0) = -0.25882
Coefficients of the laws
r_max: n^(4/3) coefficient = -1.2836 bohr
r_max: correction in x per eps = 0.4039
r_max: n^(2/3) coefficient = 0.3206 bohr
lobe: n^(-1/3) coefficient = 1.5610
lobe: relative correction per eps = -0.6235
lobe: n^(-1) coefficient = -0.6131
bare lobe formula equals one at n = 3.804
tail: n^(-1/3) coefficient = 0.2127
tail: relative correction per eps = 0.3658
Worked example: hydrogen 10s
turning point = 200.0 bohr
Airy length a = 27.144 bohr
eps = 0.1357
C^2 = 2a/n^3 = 0.05429 per bohr
outermost node (bohr): Airy 136.53, corrected 140.56, exact 140.59
outermost maximum (bohr): Airy 172.35, corrected 173.83, exact 173.79
lobe probability: Airy 0.7246, corrected 0.6633, exact 0.6641
probability beyond turning point: Airy 0.0987, corrected 0.1036, exact 0.1031
maximum: Airy 9.120 nm, exact 9.197 nm
Airy error of maximum = -0.83 percent
Airy error of lobe probability = 9.10 percent
Maximum in bohr: n, eps, Airy, corrected, exact
   2 0.3969 4.766 5.274 5.236
   5 0.2154 39.025 39.963 39.923
  10 0.1357 172.346 173.834 173.793
  20 0.0855 730.316 732.678 732.637
  40 0.0539 3024.406 3028.156 3028.115
  80 0.0339 12357.531 12363.483 12363.442
 160 0.0214 50085.049 50094.497 50094.455
Lobe probability: n, Airy, corrected, exact
   2 1.2390 0.9324 0.9473
   5 0.9129 0.7903 0.7932
  10 0.7246 0.6633 0.6641
  20 0.5751 0.5444 0.5447
  40 0.4565 0.4411 0.4412
  80 0.3623 0.3546 0.3546
 160 0.2875 0.2837 0.2837
checks complete
```
